# Incoherent Transfer Function of a Circular Pupil, Derived Two Ways

A lens of numerical aperture 0.50 working at 365 nm passes, under axial coherent illumination, no field component finer than a period of 730 nm. Anyone who takes that period as the limit of the lens will conclude that a grating of 600 nm pitch gives a uniform image. Under incoherent illumination the same lens images the same grating with a contrast of 0.35. The opposite error is to read the incoherent limit, 365 nm, as a promise of good images down to that period, although the contrast falls steadily towards zero there. Both errors are removed by knowing the whole transfer function and which quantity it acts on.

## Quantities and result

All lengths are referred to the image, so magnification and inversion drop out. Frequencies $\mathbf f$ are in cycles per length. The Fourier transform is $\hat a(\mathbf f)=\int a(\mathbf x)e^{-2\pi i\mathbf f\cdot\mathbf x}d^2x$. The light is scalar and monochromatic, and the lens acts alike on all field points. Its pupil function $P(\mathbf f)$ is the factor by which it multiplies the field component of frequency $\mathbf f$. A clear circular pupil has $P=1$ for $|\mathbf f|\le f_c$ and $P=0$ outside.

A plane wave arriving at angle $\theta$ to the axis has lateral frequency $\sin\theta/\lambda$. The largest accepted angle has $\sin\theta=\mathrm{NA}$ in air, so

$$f_c=\frac{\mathrm{NA}}{\lambda}.$$

This is the coherent cutoff, and it limits the field amplitude. The result to be derived concerns intensity. With incoherent light, each frequency component of the object intensity is multiplied by the optical transfer function (OTF)

$$H=\frac{2}{\pi}\left[\arccos\nu-\nu\sqrt{1-\nu^2}\right],\qquad \nu=\frac{f}{2f_c}\le1, \tag{1}$$

and $H=0$ for $f\ge 2f_c$. The normalization is $H(0)=1$. I also use $q=f/f_c=2\nu$.

## First derivation: overlapping pupils

Let a thin mask have amplitude transmission $t(\mathbf x)$ with transform $T(\mathbf f)$. It is lit by a distant source whose points are mutually incoherent. A source point sends a plane wave of lateral frequency $\mathbf s$ onto the mask. "Thin" means that this tilt shifts the diffracted spectrum by $\mathbf s$ without changing it. The image field is then

$$U_{\mathbf s}(\mathbf x)=\int T(\mathbf f')P(\mathbf s+\mathbf f')e^{2\pi i(\mathbf s+\mathbf f')\cdot\mathbf x}d^2f'.$$

Different source points do not interfere, so their intensities add with the source weight $S(\mathbf s)$. In $|U_{\mathbf s}|^2$ the phase factors containing $\mathbf s$ cancel, leaving

$$I(\mathbf x)=\iint T(\mathbf f')T^*(\mathbf f'')C(\mathbf f',\mathbf f'')e^{2\pi i(\mathbf f'-\mathbf f'')\cdot\mathbf x}d^2f'd^2f'',$$

$$C(\mathbf f',\mathbf f'')=\int S(\mathbf s)P(\mathbf s+\mathbf f')P^*(\mathbf s+\mathbf f'')d^2s.$$

In general $C$ depends on both frequencies, and the image is not linear in the object intensity $O=|t|^2$. Suppose, however, that $S$ has one constant value $S_0$ wherever the product of pupils is nonzero, for every pair of frequencies present in the object. Substituting $\mathbf g=\mathbf s+\mathbf f''$ gives

$$C=S_0\int P(\mathbf g+\mathbf f'-\mathbf f'')P^*(\mathbf g)d^2g\equiv S_0A(\mathbf f'-\mathbf f'').$$

Now only the difference matters. Collecting all pairs with $\mathbf f'-\mathbf f''=\mathbf f$,

$$\hat I(\mathbf f)=S_0A(\mathbf f)\int T(\mathbf f''+\mathbf f)T^*(\mathbf f'')d^2f''=S_0A(\mathbf f)\hat O(\mathbf f),$$

because the transform of $tt^*$ is the autocorrelation of $T$. Hence $H(\mathbf f)=A(\mathbf f)/A(0)$, the normalized autocorrelation of the pupil.

For the clear circle, $A$ is the area common to two disks. In units of $f_c$ they have radius 1 and centres at $x=\pm q/2$. At height $y$ the common strip runs from $q/2-\sqrt{1-y^2}$ to $\sqrt{1-y^2}-q/2$, so its length is $2\sqrt{1-y^2}-q$. This is positive for $|y|<Y=\sqrt{1-q^2/4}=\sqrt{1-\nu^2}$. Doubling the upper half,

$$A=2\int_0^Y\left(2\sqrt{1-y^2}-q\right)dy.$$

With $\int_0^Y\sqrt{1-y^2}\,dy=\tfrac12\left(Y\sqrt{1-Y^2}+\arcsin Y\right)$, $\sqrt{1-Y^2}=\nu$ and $q=2\nu$,

$$A=2\nu Y+2\arcsin Y-4\nu Y=2\left(\arcsin Y-\nu Y\right).$$

Since $0\le\nu\le1$, $\arcsin\sqrt{1-\nu^2}=\arccos\nu$. Dividing by the disk area $\pi$ gives equation (1). For $q\ge2$ the disks share no area and $H=0$. The factor two in the cutoff is the separation at which two equal disks part.

Aberrations that alter only the phase of $P$ cannot extend this range. The modulus of an integral does not exceed the integral of the modulus, so $|A|$ is at most the overlap area, while $A(0)=\int|P|^2$ is unchanged. Thus $|H|$ stays at or below equation (1) at every frequency. This bound does not cover a pupil whose transmission varies, since that changes $A(0)$ as well; such a pupil can exceed equation (1) at some frequencies, but its cutoff still cannot pass $2f_c$.

## Shape and limits

Differentiating equation (1),

$$\frac{dH}{d\nu}=\frac2\pi\left[-\frac1{\sqrt{1-\nu^2}}-\sqrt{1-\nu^2}+\frac{\nu^2}{\sqrt{1-\nu^2}}\right]=-\frac4\pi\sqrt{1-\nu^2},$$

since the first and third terms combine to $-\sqrt{1-\nu^2}$. The function therefore falls throughout its range. At low frequency $H\simeq1-4\nu/\pi=1-2q/\pi$: contrast is lost linearly from the start. At the coherent cutoff, $\nu=1/2$, and

$$H(f_c)=\frac2\pi\left(\frac\pi3-\frac{\sqrt3}{4}\right)=\frac23-\frac{\sqrt3}{2\pi}=0.391.$$

Near the end of the range, put $\nu=1-\epsilon$ and integrate the slope back from $H=0$. With $\sqrt{1-u^2}\simeq\sqrt{2w}$ for $u=1-w$,

$$H\simeq\frac4\pi\int_0^\epsilon\sqrt{2w}\,dw=\frac{4}{3\pi}(2\epsilon)^{3/2}.$$

The curve meets zero with zero slope, so the last part of the range carries little contrast: at $q=1.5$, $H$ is already down to 0.144.

## Second derivation: the Airy pattern

This route starts from the image of a single point and never compares two pupils. The object is a set of independent emitters. Fields at different object points are uncorrelated, $\langle U_0(\mathbf x')U_0^*(\mathbf x'')\rangle=\kappa\,O(\mathbf x')\delta(\mathbf x'-\mathbf x'')$, with $\kappa$ a constant. If $h$ is the image field of a point, the delta function removes one integral from the mean intensity:

$$I(\mathbf x)=\kappa\int|h(\mathbf x-\mathbf x')|^2O(\mathbf x')d^2x'.$$

The transform of a convolution is a product, so $H$ is the transform of $|h|^2$ divided by its value at zero frequency.

For the clear circle the angular integral gives $J_0$, and $\frac{d}{dx}[xJ_1(x)]=xJ_0(x)$ does the radial one:

$$h(r)=2\pi\int_0^{f_c}J_0(2\pi gr)\,g\,dg=\frac{f_cJ_1(2\pi f_cr)}{r}.$$

Transforming $|h|^2$ and setting $v=2\pi f_cr$, so that $dr/r=dv/v$,

$$2\pi\int_0^\infty|h|^2J_0(2\pi fr)\,r\,dr=2\pi f_c^2N(q),\qquad N(q)=\int_0^\infty J_1(v)^2J_0(qv)\frac{dv}{v}.$$

Therefore $H=N(q)/N(0)$. Three steps evaluate $N$.

**Linearize the square.** Use $e^{iv\cos\alpha}=\sum_n i^nJ_n(v)e^{in\alpha}$, multiply by the complex conjugate series with $\alpha$ replaced by $\alpha-\theta$, and average over $\alpha$. Terms of unequal index vanish, leaving $\sum_nJ_n(v)^2e^{in\theta}$. On the left stands the average of a plane-wave phase whose wave vector is the difference of two vectors of length $v$ at angle $\theta$. That difference has length $2v\sin(\theta/2)$, so the average is $J_0(2v\sin(\theta/2))$. Projecting on $\cos\theta$, with $J_{-1}^2=J_1^2$,

$$J_1(v)^2=\frac1\pi\int_0^\pi\cos\theta\,J_0(av)\,d\theta,\qquad a=2\sin\frac\theta2.$$

**Do the integral over $v$.** The same averaging, for vectors of lengths $a$ and $q$ at angle $\phi$, gives $J_0(av)J_0(qv)=\langle J_0(cv)\rangle_\phi$ with $c=|a-qe^{i\phi}|$. Start the $v$ integral at a small $\varepsilon$. Rescaling the variable,

$$\int_\varepsilon^\infty J_0(cv)\frac{dv}{v}=\int_{c\varepsilon}^\infty J_0(u)\frac{du}{u}=L_\varepsilon-\ln c+O(\varepsilon^2),$$

where $L_\varepsilon=\int_\varepsilon^\infty J_0(u)du/u$ does not depend on $c$, and $J_0\simeq1$ was used between $c\varepsilon$ and $\varepsilon$. The singularity of $\ln c$ at $c=0$ is integrable, which permits the angular averages to be taken afterwards. For $a>q$,

$$\langle\ln c\rangle_\phi=\ln a-\mathrm{Re}\sum_{k\ge1}\frac1k\left(\frac qa\right)^k\langle e^{ik\phi}\rangle_\phi=\ln a,$$

and for $a<q$ the roles exchange. So $\langle\ln c\rangle_\phi=\ln\max(a,q)$. The large constant $L_\varepsilon$ is multiplied by $\int_0^\pi\cos\theta\,d\theta=0$ and disappears. Letting $\varepsilon\to0$,

$$N(q)=-\frac1\pi\int_0^\pi\cos\theta\,\ln\max\left(2\sin\frac\theta2,\,q\right)d\theta.$$

**Do the integral over $\theta$.** If $q\ge2$, the maximum is $q$ for every $\theta$, the logarithm is constant, and $N=0$. The cutoff appears here because $2\sin(\theta/2)$ cannot exceed 2. If $q<2$, define $\theta_0$ by $2\sin(\theta_0/2)=q$. Integrate by parts. The boundary terms vanish with $\sin\theta$, and the logarithm has a slope, $\tfrac12\cot(\theta/2)$, only above $\theta_0$:

$$N=\frac1\pi\int_{\theta_0}^\pi\sin\theta\;\frac12\cot\frac\theta2\,d\theta=\frac1\pi\int_{\theta_0}^\pi\cos^2\frac\theta2\,d\theta=\frac{\pi-\theta_0-\sin\theta_0}{2\pi}.$$

As $q\to0$, $\theta_0\to0$ and $N(0)=1/2$. With $\theta_0=2\arcsin\nu$, we have $\pi-\theta_0=2\arccos\nu$ and $\sin\theta_0=2\nu\sqrt{1-\nu^2}$. Then $H=2N$ is equation (1) again.

Direct numerical integration of $2N(q)$ at seven values of $q$ from 0.2 to 2.6, two of them beyond the cutoff, differs from equation (1) by at most $6.1\times10^{-9}$.

## What each derivation assumes

Both need scalar light, a space-invariant lens and an averaged image that is the same as if object points did not interfere. They obtain the last condition differently.

The second derivation postulates it: the object field is uncorrelated from point to point, as for independent emitters. It uses the circular symmetry and clear transmission of the pupil from the moment the Airy pattern enters.

The first derivation treats a mask that emits nothing and is lit from outside. It needs a thin mask and a sufficiently wide uniform source, but its autocorrelation formula holds for any pupil. A uniform source without limit gives the illumination a correlation $S_0\int e^{2\pi i\mathbf s\cdot(\mathbf x'-\mathbf x'')}d^2s=S_0\delta(\mathbf x'-\mathbf x'')$, which is the postulate of the second. For a mask with finitely many orders, less is enough. Let the orders be spaced by $p$ in units of $f_c$, with highest order $M$, and let the source be a centred disk of radius $\sigma f_c$. A source point matters only if $|\mathbf s+\mathbf f_m|\le f_c$ for some order, which implies $|\mathbf s|\le(1+Mp)f_c$. Hence $\sigma\ge1+Mp$ suffices. Filling the pupil, $\sigma=1$, does not in general.

Neither derivation says that coherent images lack intensity frequencies above $f_c$. Take axial light and $t=\cos(2\pi f_1x)$ with $f_1=0.9f_c$. Both orders pass, and the image intensity $\cos^2(2\pi f_1x)=\tfrac12[1+\cos(4\pi f_1x)]$ has frequency $1.8f_c$. The mask $|\cos(2\pi f_1x)|$ has the same transmitted intensity, but its orders lie at multiples of $1.8f_c$. Only the zero order passes, and the image is uniform. No function of frequency acting on $|t|^2$ can describe both.

## A 600 nm grating

Take $\lambda=365$ nm, $\mathrm{NA}=0.50$ and equal lines and spaces of pitch $\Lambda=600$ nm. Then $f_c=0.50/365\ \mathrm{nm}=1.370$ cycles/µm, and the incoherent cutoff is 2.740 cycles/µm. The grating frequency is 1.667 cycles/µm, so $q=1.2167$, $\nu=0.6083$ and

$$H=\frac2\pi\left[\arccos0.6083-0.6083\sqrt{1-0.6083^2}\right]=0.2763.$$

The object intensity is $O=\tfrac12[1+\tfrac4\pi\cos(2\pi x/\Lambda)+\dots]$, whose remaining harmonics are odd. The third lies at $q=3.65$, beyond the cutoff. The image is a pure cosine, with contrast (maximum minus minimum over their sum)

$$K=\frac4\pi H=1.2732\times0.2763=0.352.$$

A projection tool normally has a source smaller than its pupil. To find the effect, use the mask amplitudes $t_0=\tfrac12$, $t_{\pm1}=1/\pi$, $t_{\pm3}=-1/(3\pi)$ and so on; the other even orders vanish. The oscillating part of the image comes only from order 0 paired with $\pm1$. For $\sigma\ge1$ the source contains every direction in which order 0 passes, so this part no longer changes. In units where a full pupil counts as 1, its amplitude is $4t_0t_1H=0.176$. The mean is $\sum_mt_m^2w_m$, where $w_m$ is the fraction of the pupil that order $m$ can fill from the source. At $\sigma=1$, $w_0=1$ and $w_{\pm1}=H$, while higher orders miss the pupil:

$$K=\frac{0.176}{0.250+2(0.2763)/\pi^2}=\frac{0.176}{0.306}=0.575.$$

In the incoherent limit all $w_m=1$, the mean is $\sum_mt_m^2=\tfrac12$, and $K=0.352$ returns. The added light comes from tilts at which diffracted orders enter without a partner that could produce the fundamental. It is a uniform background.

Direct summation over source points, with mask and lens fixed, gives contrasts of 0.575, 0.402, 0.370 and 0.361 for $\sigma=1$, 2, 5 and 10. The value at $\sigma=5$ equals that of a mask cut off after its third order, whose sufficient source radius is 4.65. The next order present, the fifth, cannot enter until $\sigma=5p-1=5.08$. These large sources are a mathematical limit of the thin-mask model, not proposed settings.

For $\sigma<1$ the contrast depends on the fraction $w$ of source points from which a given first order passes: $K=(2w/\pi)/(1/4+2w/\pi^2)$, which rises with $w$. At $\sigma=0.6$ the source sum gives 0.494, corresponding to $w=0.23$, against $w=H=0.28$ at $\sigma=1$.

A finite source also changes the resolution limit. A nonzero order can enter only if $p\le1+\sigma$, and two orders can pass together only if $p\le2$. The finest mask period that can give a modulated image is therefore $1/[f_c\min(1+\sigma,2)]$. At $\sigma=0.6$ this is 456 nm, between the axial coherent 730 nm and the incoherent 365 nm. The period meant is that of the amplitude $t$. If neighbouring openings alternate in sign, as on an alternating phase-shift mask, it is twice the line pitch, and lines finer than 456 nm can be imaged at $\sigma=0.6$, though none finer than 365 nm.

## Beside a real projection tool

The wavelength, aperture and $\sigma=0.6$ are roughly those of an i-line lithography tool. The 300 nm half pitch is demanding for this aperture, at $0.41\lambda/\mathrm{NA}$. Of the departures from equation (1) sized here, with the values chosen, the finite source has the largest effect: going to $\sigma=0.6$ raises the calculated contrast from 0.352 to 0.494, or by 40 %. Equation (1) should therefore not be used to predict its line contrast.

Three further effects were sized one at a time, with the source kept incoherent and changes taken relative to 0.352. A defocus of 500 nm, entered as the path difference between the interfering plane waves, lowers the contrast to 0.304, by 14 %. Unpolarized vector light in air, with field amplitudes weighted by $(\cos\theta)^{-1/2}$ as for an aplanatic reduction lens, gives 0.320, a loss of 9 %, when the detected quantity is the electric energy density $|\mathbf E|^2$; the axial energy flux would show almost no loss. Refraction bends the beams towards the axis inside a resist, so this value should not be carried into it unchanged. A Gaussian resist blur of standard deviation $L=40$ nm multiplies the fundamental by $e^{-2\pi^2L^2/\Lambda^2}$ and gives 0.322, a loss of 8 %. Flare, residual aberrations, mask thickness and reflections in the resist stack are left out. These percentages do not carry over to a finite source: at $\sigma=0.6$ the same defocus lowers the contrast from 0.494 to 0.397, by 20 %.

## Calculated quantities

```
INPUTS
wavelength = 365 nm
numerical aperture = 0.50 (no unit)
grating pitch = 600 nm
tool source ratio sigma = 0.6 (no unit)
defocus = 500 nm
resist blur standard deviation = 40 nm
CUTOFFS
coherent amplitude cutoff = 1.3699 cycles/um
incoherent intensity cutoff = 2.7397 cycles/um
pitch at coherent amplitude cutoff = 730.0 nm
pitch at incoherent cutoff = 365.0 nm
pitch limit at tool sigma = 456.2 nm
OTF VALUES (no unit)
H at f/fc = 0.0: 1.0000
H at f/fc = 0.5: 0.6850
H at f/fc = 1.0: 0.3910
H at f/fc = 1.5: 0.1443
H at f/fc = 2.0: 0.0000
largest Airy-integral difference = 6.1e-09
EXAMPLE (no unit unless stated)
grating frequency = 1.6667 cycles/um
f/fc = 1.2167
f/(2 fc) = 0.6083
H = 0.2763
object fundamental modulation = 1.2732
incoherent image contrast = 0.3518
FINITE SOURCE: CONTRAST (no unit)
sigma = 0.6: 0.494
sigma = 1.0: 0.575
sigma = 2.0: 0.402
sigma = 5.0: 0.370
sigma = 10.0: 0.361
three-order coverage radius = 4.650
three-order source-sum contrast = 0.370
three-order incoherent contrast = 0.370
OTHER EFFECTS, EACH ALONE, INCOHERENT SOURCE
contrast with defocus = 0.304
defocus change = -13.6 %
contrast with vector light = 0.320
vector change = -9.1 %
contrast with resist blur = 0.322
blur change = -8.4 %
```
